Q. I estimate field ionisation of hydrogen from the saddle point. In atomic units the potential is −1/r + Fz. On the negative z axis it equals −1/|z| − F|z|, whose derivative 1/z² − F vanishes at |z| = 1/√F, where the value is −2√F. Setting −1/(2n²) = −2√F gives F = 1/(16n⁴). What is wrong with that?

A. The saddle is right, but the estimate makes two assumptions: that the level keeps its zero-field energy, and that an electron with enough energy can reach the saddle. Both fail for

H = p²/2 − 1/r + Fz

with a fixed nucleus and no spin. I take m = 0 and write f = Fn⁴. The parabolic coordinates are ξ = r + z and η = r − z, so that ρ = √(ξη), z = (ξ − η)/2 and r = (ξ + η)/2. Differentiating ρ and z gives

dρ² + dz² = [(ξ + η)/4](dξ²/ξ + dη²/η),

and these scale factors, with ρ for the azimuth, give for functions independent of φ

∇² = [4/(ξ + η)](∂ξ ξ ∂ξ + ∂η η ∂η).

Multiply Hψ = Eψ by (ξ + η)/2. The Coulomb term becomes −1 and the field term F(ξ² − η²)/4, so every term depends on one variable. With ψ = χ₁(ξ)χ₂(η),

−(ξχ₁′)′ − (E/2)ξχ₁ + (F/4)ξ²χ₁ = β₁χ₁
−(ηχ₂′)′ − (E/2)ηχ₂ − (F/4)η²χ₂ = β₂χ₂
β₁ + β₂ = 1.

The nuclear charge is shared between two motions, and in a fixed field the share is a constant.

Q. What is that constant in terms of the orbit?

A. Classically −∂η η ∂η becomes ηp_η², so

p_ξ² = E/2 + β₁/ξ − Fξ/4
p_η² = E/2 + β₂/η + Fη/4.

The chain rule gives p_η = p_ρ ξ/(2ρ) − p_z/2 and p_ξ = p_ρ η/(2ρ) + p_z/2. Squaring and using ξη = ρ²,

ηp_η² − ξp_ξ² = zp_ρ²/2 − ρp_ρp_z − zp_z²/2.

The two momentum equations give β₂ − β₁ = ηp_η² − ξp_ξ² + Ez − F(ξ² + η²)/4. Insert Ez = zp²/2 − z/r + Fz² and ξ² + η² = 2r² + 2z²:

β₂ − β₁ = zp_ρ² − ρp_ρp_z − z/r − Fρ²/2.

The first three terms are the z component of the Runge–Lenz vector A = p×L − r/r = rp² − p(r·p) − r/r, so

β₂ = (1 + A_z − Fρ²/2)/2.

The Coulomb force conserves A. The extra force g = −Fẑ gives dA/dt = g×L + p×(r×g). The first term has no z component, and the second has z(p·g) − g_z(p·r) = F(xp_x + yp_y) = d(Fρ²/2)/dt. Hence β₂ is constant in time.

Q. And how does that stop an electron that is above the saddle?

A. The ξ motion is always bounded, because −Fξ/4 makes p_ξ² negative at large ξ. Escape goes through η. For β₂ > 0, p_η² has its minimum where −β₂/η² + F/4 = 0, at η₀ = 2√(β₂/F), and the minimum is E/2 + √(β₂F). While this is negative a forbidden interval separates the atom from infinity. It closes when

E = −2√(β₂F), that is F = E²/(4β₂).

For E < 0 a real p_ξ needs β₁ ≥ 0, so β₂ ≤ 1, and your saddle condition is the extreme case β₂ = 1. An orbit with smaller β₂ needs more energy.

Take E = −0.5 and F = 0.1. The saddle is at −2√0.1 = −0.6325, well below E, and the critical value is β₂ = 0.25/0.4 = 0.625. For β₂ = 0.58 the inner root of Fη² + 2Eη + 4β₂ = 0 is η = (0.5 − √(0.25 − 0.232))/0.1 = 3.658. An orbit with these constants, integrated in Cartesian coordinates by an adaptive Runge–Kutta method up to t = 120, reaches η = 3.658 and no further. At the same energy an orbit with β₂ = 0.67 is several hundred bohr away by then.

Q. Which quantum states have which β₂?

A. Put κ = √(−2E) and ξ = x/κ. At F = 0 the first equation becomes κ[−(xχ′)′ + xχ/4] = β₁χ, which by the Laguerre equation has the solutions e^(−x/2)L_k(x) with β₁ = κ(k + 1/2). The node numbers are n₁ and n₂, and n = n₁ + n₂ + 1. The field term is ±(F/4κ²)x². The recurrence xL_k = −(k+1)L_(k+1) + (2k+1)L_k − kL_(k−1), for functions orthonormal in dx, gives ⟨x²⟩ = (k+1)² + (2k+1)² + k² = 6k² + 6k + 2. To first order

β₁ = κ(n₁ + 1/2) + F(6n₁² + 6n₁ + 2)/(4κ²),

and β₂ is the same with n₂ and −F. Adding them, with n₁² + n₁ − n₂² − n₂ = n(n₁ − n₂),

1 = κn + 3Fn(n₁ − n₂)/(2κ²).

Setting κ = 1/n in the small term gives κ = 1/n − (3/2)Fn²(n₁ − n₂), and E = −κ²/2 becomes

E = −1/(2n²) + (3/2)n(n₁ − n₂)F.

The reddest state, n₁ = 0, moves down and has β₂ ≈ 1 − 1/(2n). The bluest, n₂ = 0, moves up and has β₂ ≈ 1/(2n).

Q. So the reddest state does use my saddle.

A. For large n it does, but with its shifted energy, En² = −1/2 − 3f/2. The condition is 1/2 + 3f/2 = 2√f, or 3s² − 4s + 1 = 0 with s = √f. The root met first as the field rises is s = 1/3, so f = 1/9. The level sinks as the saddle sinks, which is why the field exceeds 1/16.

This is only a first-order estimate. The recurrence applied twice gives the off-diagonal elements −4(k+1)² for k → k+1 and (k+1)(k+2) for k → k+2, with denominators ∓κ and ∓2κ for steps up and down. The second-order sum is [16k⁴ − 16(k+1)⁴ + k²(k−1)²/2 − (k+1)²(k+2)²/2]/κ, which is (−64 − 4)k³/κ at large k. With k ≈ n, β₂ = 1 and w = κn,

w − 3f/(2w²) − 17f²/(4w⁵) = 1.

Iterating, w = 1 + 3f/2 + (−9/2 + 17/4)f², and En² = −w²/2 = −1/2 − 3f/2 − 7f²/8. The root of 1/2 + 3f/2 + 7f²/8 = 2√f, found numerically, is f = 0.1198, about 8% above 1/9.

Q. Then where does the sequence end?

A. The actions give the classical answer to all orders. In a ramp slow compared with the orbital periods, E and β₂ both change, and the conserved quantities are

I_ξ = (1/π)∫p_ξ dξ = n₁ + 1/2 = J₁, I_η = (1/π)∫p_η dη = n₂ + 1/2 = J₂,

taken from 0 to the turning point. The substitution χ₂ = u/√η gives u″ + [p_η² + 1/(4η²)]u = 0, and the rule drops the 1/(4η²) term in the Langer manner. The half-integers are then exact at F = 0: with η = (4β/κ²)sin²θ the action is (4β/πκ)∫cos²θ dθ = β/κ.

At E = −2√(β₂F) the momentum is a perfect square, p_η² = (2√β₂ − √F η)²/(4η), so

πJ₂ = ∫ from 0 to η₀ of (√β₂ η^(−1/2) − √F η^(1/2)/2) dη = √η₀(2√β₂ − √F η₀/3) = (4/3)√(β₂η₀).

With η₀ = 2√(β₂/F) this is πJ₂ = (4√2/3)β₂^(3/4)F^(−1/4), and the fourth power gives

F_c = 2¹⁰β₂³/[(3π)⁴J₂⁴],

where β₂ is fixed by I_ξ(E, 1 − β₂, F_c) = J₁. In the red limit β₂ → 1 and J₂ → n, so f = 2¹⁰/(3π)⁴ = 0.1298 and En² = −2√f = −0.7205.

At finite n the red state has small ξ, where the field is negligible, so β₁ ≈ κJ₁ with κn = √(2 × 0.7205) = 1.200. To first order in J₁/n, f = 0.1298[1 + (4 − 3 × 1.200)J₁/n]. For n = 20, J₁/n = 0.025 and f = 0.1298 × 1.010 = 0.1311. The classical red threshold therefore approaches its limit from above; solving the action equations by quadrature and root finding gives 0.1324, 0.1311 and 0.1304 for n = 10, 20 and 40.

In the blue limit J₂/n → 0. At finite f the formula forces β₂ ∝ (J₂/n)^(4/3) → 0, hence En² → 0 and β₁ → 1. The ξ turning point is ξ₀ = 2/√F, and ξ = ξ₀t followed by t² = s gives

πn = √ξ₀ ∫t^(−1/2)(1 − t²)^(1/2) dt = √2 F^(−1/4) B(1/4, 3/2)/2.

With Γ(3/2) = √π/2, Γ(7/4) = (3/4)Γ(3/4) and the reflection formula Γ(3/4) = π√2/Γ(1/4), one has B/2 = Γ(1/4)²/(3√(2π)), so

f = 4Γ(1/4)⁸/(81π⁴ × 4π²) = Γ(1/4)⁸/(81π⁶) = 0.3834.

Between the limits the numerical solution rises steadily with J₁/n.

Q. If the classical value is 0.130, why keep 1/9 at all?

A. Only as a rough marker. When the field acts for many orbital periods, tunnelling removes the state before the barrier closes. A practical threshold is then the field at which the decay rate reaches a chosen value, and the numbers below show that it falls near 1/9 only for some n and some rates. A decaying state has complex energy E − iΓ/2 and rate Γ. I compute it by expanding both separated equations in Laguerre functions with η rotated to ηe^(iθ), which makes the outgoing wave exp(i√F η^(3/2)/3) decay, and by adjusting the complex energy with Newton's method until β₁ + β₂ = 1, following each state up from F = 0.

Rates too small to resolve come from WKB. For one well the rate is the frequency ω/2π times the transmission e^(−2S), with S = ∫|p_η|dη across the barrier, and dI/dE = 1/ω. The shift δE = −iΓ/2 is then equivalent to I_η = J₂ − ie^(−2S)/(4π). Here both E and β₂ can shift, with δβ₁ = −δβ₂:

∂_E I_ξ δE − ∂_β I_ξ δβ₂ = 0
∂_E I_η δE + ∂_β I_η δβ₂ = −ie^(−2S)/(4π).

Eliminating δβ₂,

Γ = e^(−2S)/{2π[∂_E I_η + ∂_β I_η ∂_E I_ξ/∂_β I_ξ]}.

For n = 20, at the fields where Γ = 10⁻¹¹ Eh, the rotated-basis width is 1.003 times this value for the red state (f = 0.1023) and 1.177 times it for the blue state (f = 0.2059). My conjecture is that the larger blue discrepancy comes from applying WKB to a function with no node in η. The WKB values quoted below for blue states are low by a similar amount, about 16 to 17%.

Q. Show me n = 20.

A. The field unit is 5.14221 × 10⁹ V/cm, so F = f × 5.14221 × 10⁹/20⁴ = f × 32138.8 V/cm. Your field f = 1/16 is 2009 V/cm and f = 1/9 is 3571 V/cm. Rates follow from Γ divided by the time unit, 2.41888 × 10⁻¹⁷ s. The barrier exists while E²/(4β₂F) = (En²)²/(4β₂f) exceeds 1.

At f = 1/16 the saddle lies at En² = −0.5000. The red state has En² = −0.5932 and β₂ = 0.9727, so the ratio is 0.5932²/(4 × 0.9727/16) = 1.447 and the WKB rate is about 10⁻²⁰ s⁻¹. The blue state has En² = −0.4140 and β₂ = 0.0227, a ratio of about 30 and a WKB rate of about 6 × 10⁻⁵⁵ s⁻¹. Neither ionises.

At f = 1/9 the saddle lies at −0.6667. The red state has En² = −0.6745 and β₂ = 0.9709, a ratio 0.6745²/(4 × 0.9709/9) = 1.054, and decays at 1.33 × 10⁸ s⁻¹. It is still below the saddle energy, so this decay is tunnelling. The blue state has En² = −0.3508, far above the saddle, with β₂ = 0.0207, a ratio of about 13 and a WKB rate of about 4 × 10⁻¹⁶ s⁻¹.

Repairing the saddle rule with true energies alone makes the order wrong: the blue level passes −2√F at f = 0.0472, or 1517 V/cm, and would be the first to go.

A rate of 10⁸ s⁻¹ means Γ = 2.4189 × 10⁻⁹ Eh. The fields that produce it, with the classical thresholds beside them, are

n₁ = 0: f = 0.1106 (3555 V/cm), classical 0.1311
n₁ = 5: f = 0.1228 (3948 V/cm), classical 0.1469
n₁ = 10: f = 0.1406 (4519 V/cm), classical 0.1703
n₁ = 15: f = 0.1711 (5498 V/cm), classical 0.2127
n₁ = 19: f = 0.2327 (7480 V/cm), classical 0.3153.

The blue state needs 0.2327/0.1106 = 2.10 times the red field. The red value lies within half a percent of 1/9, but that depends on n and on the rate chosen: at 10⁸ s⁻¹ it is 0.0947, 0.1106 and 0.1208 for n = 10, 20 and 40. The trend follows from scaling. With η ∝ n² and p_η ∝ 1/n, S grows roughly as n at fixed f, while the orbital frequency in front of e^(−2S) falls as 1/n³, so a larger n must come closer to the barrier top for the same rate. The top itself appears in the quantum result: the ratio formed from the real parts of E and β₂ reaches 1 at f = 0.1315, which is 0.3% above the classical 0.1311, and the rate there is already 2.0 × 10¹¹ s⁻¹.

Q. Is the saddle energy then never the right criterion?

A. It becomes relevant when β₂ is no longer conserved. A central core potential V_c(r) enters the multiplied equation as rV_c(r), a function of ξ + η. It splits into a(ξ) + b(η) only if its mixed derivative vanishes, that is if rV_c is linear in r, which leaves only a Coulomb term and a constant. Any other core couples states of different β₂ at the same energy. A narrow state can then decay into channels with β₂ > E²/(4F), which have no barrier. Since β₂ ≤ 1, such channels exist only for E > −2√F.

Take the model core V_c = −0.2e^(−r)/r. Writing its 6s level at zero field as −1/[2(6 − δ)²] gives δ = 0.0709. I follow the blue n = 6 state in a partial-wave expansion on a complex-rotated Lagrange–Laguerre radial mesh. At f = 0.03 the hydrogen level, −0.012870 Eh, is below the saddle at −0.009623 Eh. The core shifts it to −0.012957 Eh and its width cannot be told from zero at round-off level. At f = 0.10 the level, −0.010650 Eh, is above the saddle at −0.017568 Eh, and channels with β₂ > (0.010650/0.017568)² = 0.37 are open. The WKB width in hydrogen is about 1.2 × 10⁻¹² Eh; with the core it is 8.2 × 10⁻⁶ Eh, nearly seven orders of magnitude larger.

Q. So 1/16 belongs to atoms with cores.

A. The condition E = −2√F does, in this model at these two fields, and it must be applied to the energy the state has in the field. The number 1/16 needs in addition that this energy stay near its zero-field value, as it may when a slow ramp carries the state through many avoided crossings; I have not computed that. For hydrogen my results assume m = 0, since otherwise −m²/(4η²) joins p_η² and the separatrix integral changes. They also assume that n₁ and n₂ survive the ramp, which requires it to be slow against the orbital motion yet fast enough that small terms omitted from H, such as relativistic corrections or stray fields across the axis, do not mix the states where their levels cross.
